\section*{Three-point fit of modulated-reflectance lines from their extrema, part 1}

(Sections cited here and not found follow in the second part.)

\section{Spacing of the extrema and the closed-form fit}

\subsection{What a direct reading gets wrong}

A modulated-reflectance line does not, in general, have an extremum at the energy gap. Take a model line with gap $1.4200$ eV, broadening $10$ meV, exponent $5/2$ and phase $20^\circ$, all defined below. Its strongest extremum lies at $1.4213$ eV, so taking that energy as the gap gives an error of $1.3$ meV. The two neighbouring extrema lie at $1.4102$ and $1.4364$ eV, and their midpoint is $3.3$ meV too high. The distance between two extrema is likewise not, in general, the broadening: the factor between them depends on the phase and on the exponent. An iterative fit of the whole line can remove these errors, but it needs starting values, and poor ones can lead it to a wrong minimum.

The extrema carry enough information to avoid this. They are in general unequally spaced in energy, but always equally spaced in a certain angle, and that makes the inversion elementary.

\subsection{The lineshape and its conventions}

Let $E$ be the photon energy and $L(E)$ the relative change of reflectance, $\Delta R/R$. The model is
\begin{equation}
L(E)=\mathrm{Re}\left[C e^{i\theta}z^{-m}\right]+B,\qquad z=E-E_g+i\Gamma .
\label{eq:line}
\end{equation}
Here $E_g$ is the gap, $\Gamma>0$ the broadening, $C>0$ the amplitude, $\theta$ the phase, $m>0$ a known exponent and $B$ a baseline. All of them are real and independent of $E$ across the line. Requiring $C>0$ puts the sign of the signal into $\theta$, which is then defined modulo $2\pi$. As $L$ is dimensionless, $C$ has the unit of energy to the power $m$.

Since $\Gamma>0$, the point $z$ stays in the upper half of the complex plane. Write
\begin{equation}
z=|z|e^{i\varphi},\qquad 0<\varphi<\pi,\qquad z^{-m}=|z|^{-m}e^{-im\varphi}.
\end{equation}
The last relation fixes the branch for non-integer $m$. The real and imaginary parts of $z$ are $|z|\cos\varphi=E-E_g$ and $|z|\sin\varphi=\Gamma$, hence
\begin{equation}
E=E_g+\Gamma\cot\varphi,\qquad |z|=\frac{\Gamma}{\sin\varphi}.
\label{eq:polar}
\end{equation}
As $E$ rises from far below the gap to far above it, $\varphi$ falls from $\pi$ to $0$, passing $\pi/2$ at the gap. Differentiating the first relation gives
\begin{equation}
\frac{dE}{d\varphi}=-\frac{\Gamma}{\sin^2\varphi},\qquad
\frac{d\varphi}{dE}=-\frac{\sin^2\varphi}{\Gamma}.
\label{eq:dphi}
\end{equation}

\subsection{Equal spacing in angle}

Because $E$ and the parameters are real, differentiation with respect to $E$ may be done before taking the real part. With $dz/dE=1$,
\begin{align}
L'(E)&=\mathrm{Re}\left[-mCe^{i\theta}z^{-(m+1)}\right]\nonumber\\
&=-mC|z|^{-(m+1)}\cos\psi,\qquad \psi=\theta-(m+1)\varphi .
\label{eq:slope}
\end{align}
The prefactor does not vanish at finite energy, so a stationary point requires $\cos\psi=0$, or
\begin{equation}
\theta-(m+1)\varphi=\frac{\pi}{2}+n\pi,\qquad n\ \text{an integer}.
\label{eq:condition}
\end{equation}
By Eq.~\eqref{eq:dphi}, $\psi'=(m+1)\sin^2\varphi/\Gamma>0$. Thus $\psi$ increases steadily with energy, $\cos\psi$ changes sign at each zero, and each stationary point is an extremum. Neighbouring extrema have values of $n$ differing by one, so their angles differ by
\begin{equation}
\boxed{\ \delta=\frac{\pi}{m+1}\ }
\label{eq:delta}
\end{equation}
The derivative has one more power of $1/z$ than the line, which is why $m+1$ appears and not $m$.

The number of extrema follows from the room available. Over the whole energy axis $\psi$ covers an open interval of length $(m+1)\pi$. If $m$ is not an integer, the number of extrema is one of the two integers next to $m+1$, depending on $\theta$. If $m$ is an integer there are $m+1$, except when the ends of the interval are themselves solutions; then there are $m$. For $m=2$ the exception occurs at $\theta=\pi/2$ modulo $\pi$. As $\theta$ approaches that value, one of the three extrema moves off to infinite energy.

Three successive extrema span an angle $2\delta$, which must be less than $\pi$. This requires $m>1$. For $1<m<2$ the phase decides whether three exist; for $m>2$ there are at least three.

\subsection{Gap and broadening from three energies}

Label three successive extrema so that $E_1<E_2<E_3$. Their angles decrease in that order:
\begin{equation}
\varphi_1=\varphi_2+\delta,\qquad \varphi_3=\varphi_2-\delta .
\end{equation}
Define the two spacings $a=E_2-E_1$ and $b=E_3-E_2$. From Eq.~\eqref{eq:polar},
\begin{align}
a&=\Gamma(\cot\varphi_2-\cot\varphi_1)
=\Gamma\,\frac{\cos\varphi_2\sin\varphi_1-\cos\varphi_1\sin\varphi_2}{\sin\varphi_1\sin\varphi_2}\nonumber\\
&=\frac{\Gamma\sin\delta}{\sin\varphi_1\sin\varphi_2},
\label{eq:a}
\end{align}
where the numerator is $\sin(\varphi_1-\varphi_2)$. In the same way
\begin{equation}
b=\frac{\Gamma\sin\delta}{\sin\varphi_2\sin\varphi_3}.
\label{eq:b}
\end{equation}
Their ratio eliminates $\Gamma$:
\begin{equation}
\frac ab=\frac{\sin\varphi_3}{\sin\varphi_1}
=\frac{\sin\varphi_2\cos\delta-\cos\varphi_2\sin\delta}
{\sin\varphi_2\cos\delta+\cos\varphi_2\sin\delta}.
\end{equation}
Cross-multiply and collect the terms in $\cos\varphi_2$ on the left:
\begin{equation}
(a+b)\cos\varphi_2\sin\delta=(b-a)\sin\varphi_2\cos\delta .
\end{equation}
Division by $(a+b)\sin\varphi_2\sin\delta$ gives
\begin{equation}
q\equiv\cot\varphi_2=\frac{b-a}{a+b}\cot\delta .
\label{eq:q}
\end{equation}
For $\Gamma$, add the reciprocals of Eqs.~\eqref{eq:a} and \eqref{eq:b}, using $\sin\varphi_1+\sin\varphi_3=2\sin\varphi_2\cos\delta$:
\begin{equation}
\frac1a+\frac1b
=\frac{\sin\varphi_2(\sin\varphi_1+\sin\varphi_3)}{\Gamma\sin\delta}
=\frac{2\sin^2\varphi_2\cot\delta}{\Gamma}.
\end{equation}
Since $\sin^2\varphi_2=1/(1+q^2)$, the result is
\begin{equation}
\boxed{\ \Gamma=\frac{2ab}{a+b}\,\frac{\cot\delta}{1+q^2},\qquad
E_g=E_2-\Gamma q\ }
\label{eq:fit}
\end{equation}

If the spacings are equal, then $q=0$, the middle extremum lies at the gap, and $\Gamma=a\cot\delta$. The factor $\cot\delta$ is $0.577$ for $m=2$, $0.797$ for $m=5/2$ and $1$ for $m=3$. If $b>a$, then $q>0$ and the gap lies below $E_2$: the gap is displaced from the middle extremum towards the closer neighbour.

For $m>1$, any ordered triple of energies gives an admissible answer. Indeed $a,b>0$ implies $|q|<\cot\delta$, so $\delta<\varphi_2<\pi-\delta$, and all three angles lie between $0$ and $\pi$. Equation~\eqref{eq:fit} then gives $\Gamma>0$. Three energies therefore cannot reveal a wrong $m$, a wrong model or a missed extremum. That information must come from the heights or from a fourth extremum.

\subsection{Amplitude, phase and baseline}

In polar form, Eq.~\eqref{eq:line} reads
\begin{equation}
L-B=C\Gamma^{-m}\sin^m\varphi\,\cos(\theta-m\varphi).
\end{equation}
At an extremum, Eq.~\eqref{eq:condition} gives $\theta-m\varphi=\varphi+\pi/2+n\pi$. As $\cos(\varphi+\pi/2+n\pi)=(-1)^{n+1}\sin\varphi$,
\begin{equation}
L_k-B=(-1)^{n_k+1}K S_k,\qquad K=C\Gamma^{-m},\quad S_k=\sin^{m+1}\varphi_k .
\label{eq:height}
\end{equation}
The heights alternate in sign about the baseline. To see which are maxima, differentiate Eq.~\eqref{eq:slope} at a zero of $\cos\psi$:
\begin{equation}
L''_k=mC|z_k|^{-(m+1)}\sin\psi_k\,\psi'_k
=-\frac{m(m+1)\sin^2\varphi_k}{\Gamma^2}(L_k-B).
\label{eq:curv}
\end{equation}
The second form uses $\sin\psi_k=(-1)^{n_k}$, Eq.~\eqref{eq:height} and $\psi'$ from above. An extremum above the baseline is thus a maximum, and one below it is a minimum.

Let $\sigma=+1$ if $E_2$ is a maximum and $\sigma=-1$ if it is a minimum, that is, $\sigma=\mathrm{sgn}(L_2-L_1)$. Then $L_2-B=\sigma KS_2$ and $L_1-B=-\sigma KS_1$. Subtraction removes the baseline:
\begin{equation}
C=\Gamma^m\frac{|L_2-L_1|}{S_1+S_2},\qquad
B=L_2-\sigma C\Gamma^{-m}S_2 .
\label{eq:amp}
\end{equation}
For $\sigma=+1$ the integer $n_2$ is odd, and for $\sigma=-1$ it is even. Equation~\eqref{eq:condition} then gives, modulo $2\pi$,
\begin{equation}
\theta=(m+1)\varphi_2-\sigma\frac{\pi}{2}.
\label{eq:theta}
\end{equation}

\subsection{Tests of the exponent}

The third height has not been used. It must obey
\begin{equation}
\frac{L_2-L_1}{L_2-L_3}=\frac{S_1+S_2}{S_2+S_3},
\label{eq:free}
\end{equation}
whatever the constant baseline. If the baseline is known and has been subtracted, each side extremum gives a separate condition. The outer spacing is $a+b=\Gamma\sin2\delta/(\sin\varphi_1\sin\varphi_3)$, by the argument that led to Eq.~\eqref{eq:a}. Dividing Eq.~\eqref{eq:b} by this and using $\sin2\delta=2\sin\delta\cos\delta$ gives $b/(a+b)=\sin\varphi_1/(2\cos\delta\sin\varphi_2)$. The corresponding step with $a$ gives the other ratio, so
\begin{equation}
\left|\frac{L_1}{L_2}\right|=\left(\frac{2b\cos\delta}{a+b}\right)^{m+1},\qquad
\left|\frac{L_3}{L_2}\right|=\left(\frac{2a\cos\delta}{a+b}\right)^{m+1}.
\label{eq:ratios}
\end{equation}
The right-hand sides contain energies and the assumed $m$; the left-hand sides contain measured heights.

When a fourth successive extremum $E_4$ is visible, the energies alone can test $m$. Four extrema span $3\delta<\pi$, which requires $m>2$, and the outer ones are weak: by Eq.~\eqref{eq:height}, even at the most favourable phase the weakest of the four is below $1\%$ of the strongest for $m=5/2$ and about $3\%$ for $m=3$. Each energy difference is $\Gamma$ times the sine of an angular difference, divided by two sines. In the following combination $\Gamma$ and all the individual sines cancel:
\begin{equation}
\frac{(E_3-E_1)(E_4-E_2)}{(E_2-E_1)(E_4-E_3)}
=\frac{\sin^22\delta}{\sin^2\delta}=4\cos^2\delta .
\end{equation}

\subsection{When one side extremum is lost}

If $E_3$ is buried in noise, $E_1$, $E_2$ and the height ratio suffice, provided that the baseline is known and subtracted. Put $r=|L_1/L_2|^{1/(m+1)}$. By Eq.~\eqref{eq:height}, $r=\sin\varphi_1/\sin\varphi_2=\cos\delta+\cot\varphi_2\sin\delta$. Solving for the cotangent, and then using Eq.~\eqref{eq:a} with $\sin\varphi_1=r\sin\varphi_2$, one obtains
\begin{equation}
q=\frac{r-\cos\delta}{\sin\delta},\qquad
\Gamma=\frac{a\,r}{(1+q^2)\sin\delta},\qquad E_g=E_2-\Gamma q .
\label{eq:two}
\end{equation}
If instead $E_1$ is lost, the same argument with $\varphi_3=\varphi_2-\delta$ replaces $a$ by $b$, uses $r=|L_3/L_2|^{1/(m+1)}$ and reverses the sign of $q$.

\subsection{Order of operations}

\begin{enumerate}
\item Choose $m$ from the physics of the transition and compute $\delta$.
\item Locate three successive extrema, including the strongest. Maxima and minima must alternate.
\item Compute $a$, $b$, $q$, $\Gamma$ and $E_g$ from Eqs.~\eqref{eq:q} and \eqref{eq:fit}.
\item Compute $\varphi_2$ as the angle between $0$ and $\pi$ whose cotangent is $q$; the two-argument arctangent of $(1,q)$ gives this branch.
\item Obtain $C$, $B$ and $\theta$ from Eqs.~\eqref{eq:amp} and \eqref{eq:theta}, and compare the third height with Eq.~\eqref{eq:free}.
\end{enumerate}

On sampled data an extremum can be placed between grid points. Let $y_-$, $y_0$, $y_+$ be three samples a step $h$ apart, with $y_0$ the most extreme. The parabola $y_0+pu+cu^2$ through them has $p=(y_+-y_-)/(2h)$ and $c=(y_++y_--2y_0)/(2h^2)$. Its vertex is at
\begin{equation}
u=-\frac{p}{2c}=\frac{h\,(y_--y_+)}{2(y_++y_--2y_0)} .
\end{equation}
This assumes that the line is nearly parabolic over $2h$ and that noise does not dominate the differences.

\section{Worked line, errors and physical limits}

\subsection{Quantities carried over}

The line is $L=\mathrm{Re}[Ce^{i\theta}z^{-m}]+B$ with $z=E-E_g+i\Gamma$ and $\varphi=\arg z$. Three successive extrema $E_1<E_2<E_3$ have angles $\varphi_2+\delta$, $\varphi_2$ and $\varphi_2-\delta$, where $\delta=\pi/(m+1)$. With $a=E_2-E_1$ and $b=E_3-E_2$,
\begin{equation}
q=\cot\varphi_2=\frac{b-a}{a+b}\cot\delta,\quad
\Gamma=\frac{2ab}{a+b}\frac{\cot\delta}{1+q^2},\quad
E_g=E_2-\Gamma q .
\label{eq:recall}
\end{equation}
The heights satisfy $|L_k-B|=C\Gamma^{-m}S_k$ with $S_k=\sin^{m+1}\varphi_k$. The curvature at an extremum is $L''_k=-m(m+1)\sin^2\varphi_k\,(L_k-B)/\Gamma^2$.

For a known exponent, the energies of three successive extrema give the gap and broadening in closed form, and the heights then give the amplitude, phase and baseline and a test of the exponent. What remains is to work through a numerical line and to examine the effects of a wrong exponent, reading errors, backgrounds, finite field and the departures of real samples from the model.
